**Ferromagnetic instability from third-neighbour exchange on a triangular lattice**

The program tests that ferromagnetic nearest-neighbour exchange `J1` and antiferromagnetic third-neighbour exchange `J3` make the uniform state unstable above `J3/J1 = 1/4`, without antisymmetric exchange. Here `S` is the spin, `a` the lattice spacing, `Q` the spiral wavevector and `c = cos(Qa/2)`. It asserts that single-flip spectra built from spin operators agree with the derived dispersion, and that three-spin spectra favour the polarized state up to the threshold at the ratios and spins tried. Further assertions compare the small-wavevector series with Taylor coefficients of the direct neighbour sum, and the spiral formula with searches over the full zone. Classical spins started near the ferromagnet return to it at ratio 0.20 and leave it at ratio 0.50. For `S = 1`, `J1 = 6 meV`, `J3 = 3 meV` and `a = 0.40 nm`, the output gives a 2.0 nm spiral lying 3.14 meV per spin below the ferromagnet. It also shows how trial values of anisotropy and second-neighbour exchange shift the threshold, and gives the dipolar and thermal energy scales.

## Verification by program

```python
"""
Result under test: on a triangular lattice with
    H = -J1 sum_nn S_i.S_j + J3 sum_3rd S_i.S_j   (each pair once, J1, J3 > 0)
the ferromagnet is a ground state for J3/J1 <= 1/4 and is unstable above it,
without antisymmetric exchange. Above 1/4 the best classical state is a spiral
along a bond with cos(Q a/2) = c = [1 + sqrt(1 + 2 J1/J3)]/4.
Symbols: S spin, a lattice spacing, q wavevector, e(q) spiral energy per spin
relative to the ferromagnet, K easy-axis anisotropy, J2 second-neighbour
exchange (positive = ferromagnetic). Energies are in meV unless stated.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)
mp.mp.dps = 40
MEV = const.e * 1e-3
MU_B = const.physical_constants["Bohr magneton"][0]

# Neighbour shells found from squared distances in units of a^2.
shells = {}
for m in range(-4, 5):
    for n in range(-4, 5):
        d2 = m*m + m*n + n*n
        if d2:
            shells.setdefault(d2, []).append((m, n))
first_three = sorted(shells)[:3]
assert first_three == [1, 3, 4]
assert [len(shells[d]) for d in first_three] == [6, 6, 6]


def couplings(J1, J3, J2=0.0):
    """Ferromagnetic-positive coupling on every neighbour vector."""
    values = dict(zip(first_three, (J1, J2, -J3)))
    return [(m, n, values[d]) for d in first_three
            for m, n in shells[d] if values[d] != 0]


def spiral_energy(x, y, J1, J3, S=1.0):
    """Direct neighbour sum; x and y are phases along primitive vectors."""
    return S*S*sum(0.5*J*(1-np.cos(m*x+n*y))
                   for m, n, J in couplings(J1, J3))


def best_cosine(J1, J3):
    return (1 + np.sqrt(1 + 2*J1/J3))/4


def best_energy(J1, J3, S=1.0):
    c = best_cosine(J1, J3)
    return -4*J3*S*S*(1-c)**2*(2*c*c+6*c+1)


def taylor_energy(theta, J1, J3, J2=0.0):
    """Taylor coefficients in qa of the direct neighbour sum, with S = 1."""
    def f(t):
        x = t*mp.cos(theta)
        y = t*(mp.cos(theta)/2 + mp.sqrt(3)*mp.sin(theta)/2)
        return mp.fsum(0.5*J*(1-mp.cos(m*x+n*y))
                       for m, n, J in couplings(J1, J3, J2))
    return [float(v) for v in mp.taylor(f, 0, 6)]


# Long-wavelength expansion, including its direction dependence.
for J1t, J3t in ((6.0, 1.0), (6.0, 1.5), (6.0, 3.0)):
    for theta in (0.0, 0.31, np.pi/2):
        t = taylor_energy(theta, J1t, J3t)
        assert abs(t[2] - 0.75*(J1t-4*J3t)) < 1e-8
        assert abs(t[4] + 3*(J1t-16*J3t)/64) < 1e-8
        assert abs(t[6] - (J1t-64*J3t)*(10+np.cos(6*theta))/7680) < 1e-8


def spin_matrices(S):
    mz = S - np.arange(int(round(2*S))+1)
    up = np.diag(np.sqrt(S*(S+1)-mz[1:]*(mz[1:]+1)), 1)
    return (up+up.T)/2, (up-up.T)/(2j), np.diag(mz)


def one_flip_levels(S, size, J1, J3):
    """Excitation energies from two-spin operator matrix elements."""
    ops = spin_matrices(S)
    dim = len(ops[0])
    dot = sum(np.kron(o, o) for o in ops).real
    H = np.zeros((size*size, size*size))
    for x in range(size):
        for y in range(size):
            i = x*size+y
            for m, n, J in couplings(J1, J3):
                j = ((x+m) % size)*size+(y+n) % size
                H[i, i] -= 0.5*J*(dot[dim, dim]-dot[0, 0])
                H[j, j] -= 0.5*J*(dot[1, 1]-dot[0, 0])
                H[i, j] -= 0.5*J*dot[dim, 1]
                H[j, i] -= 0.5*J*dot[1, dim]
    return np.linalg.eigvalsh(H)


size = 10
phase = 2*np.pi*np.arange(size)/size
PX, PY = np.meshgrid(phase, phase, indexing="ij")
for S_test in (0.5, 1.0, 1.5):
    for J3t in (1.2, 3.0):
        levels = one_flip_levels(S_test, size, 6.0, J3t)
        formula = 2*spiral_energy(PX, PY, 6.0, J3t, S_test)/S_test
        assert np.allclose(levels, np.sort(formula.ravel()), atol=1e-9)


def triple_levels(S, J1, J3):
    ops = spin_matrices(S)
    one = np.eye(len(ops[0]))
    H = 0
    for o in ops:
        s1 = np.kron(np.kron(o, one), one)
        s2 = np.kron(np.kron(one, o), one)
        s3 = np.kron(np.kron(one, one), o)
        H = H - J1/2*(s1+s3)@s2 + J3*s1@s3
    return np.linalg.eigvalsh(H)


# Exact three-spin spectra: polarized triple is lowest only up to 1/4.
for S_test in (0.5, 1.0, 1.5, 2.0):
    for ratio in (0.10, 0.25, 0.26, 0.50):
        low = triple_levels(S_test, 1.0, ratio)[0]
        ferro = (-1+ratio)*S_test**2
        L = np.arange(int(2*S_test)+1)
        by_length = (-S_test*L/2
                     + ratio/2*(L*(L+1)-2*S_test*(S_test+1))).min()
        assert abs(low-by_length) < 1e-9
        if ratio <= 0.25:
            assert abs(low-ferro) < 1e-9
        else:
            assert low < ferro-1e-4


# Gradients of the two cosine sums are parallel only on mirror lines.
def cosine_sums(v):
    x = np.array([v[0], v[1], -v[0]-v[1]])
    return np.array([np.cos(x).sum(), np.cos(2*x).sum()])


for v in rng.uniform(-3, 3, (20, 2)):
    h = 1e-5
    jac = np.column_stack([(cosine_sums(v+h*u)-cosine_sums(v-h*u))/(2*h)
                           for u in np.eye(2)])
    x1, x2, x3 = v[0], v[1], -v[0]-v[1]
    product = -32*np.prod(np.sin(np.array(
        [x1, x2, x3, x1-x2, x2-x3, x1-x3])/2))
    assert abs(np.linalg.det(jac)-product) < 1e-7

# Full-zone search against the closed form, including direction.
grid = np.linspace(-np.pi, np.pi, 241)
GX, GY = np.meshgrid(grid, grid, indexing="ij")
for ratio in (0.10, 0.20, 0.25):
    assert spiral_energy(GX, GY, 1.0, ratio).min() > -1e-12
for ratio in (0.26, 0.30, 0.50, 1.0, 5.0):
    values = spiral_energy(GX, GY, 1.0, ratio)
    k = np.unravel_index(values.argmin(), values.shape)
    fit = minimize(lambda p: spiral_energy(p[0], p[1], 1.0, ratio),
                   [GX[k], GY[k]], method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 2000})
    c = best_cosine(1.0, ratio)
    found = np.sort(np.cos([fit.x[0], fit.x[1], fit.x[1]-fit.x[0]]))
    assert abs(fit.fun-best_energy(1.0, ratio)) < 1e-9
    assert np.allclose(found, np.sort([2*c*c-1, c, c]), atol=2e-5)
    # Perpendicular to a bond: phases 0 and u on the primitive vectors.
    perp = minimize_scalar(lambda u: spiral_energy(0.0, u, 1.0, ratio),
                           bounds=(0, np.pi), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(perp.fun-fit.fun-8*ratio*c*(1-c)**3) < 1e-8

# Real-space classical spins on a periodic cluster.
sites = [(x, y) for x in range(size) for y in range(size)]


def neighbour_table(J1, J3):
    links = couplings(J1, J3)
    table = np.array([[((x+m) % size)*size+(y+n) % size
                       for m, n, J in links] for x, y in sites])
    return table, np.array([J for m, n, J in links])


def energy_per_spin(spins, table, weight):
    field = np.einsum("k,ikc->ic", weight, spins[table])
    return -0.5*np.mean(np.sum(spins*field, axis=1))


def relax(J1, J3, sweeps=400):
    """Start near the ferromagnet; align each spin with its local field."""
    table, weight = neighbour_table(J1, J3)
    spins = np.array([0, 0, 1.0])+0.05*rng.normal(size=(size*size, 3))
    spins /= np.linalg.norm(spins, axis=1)[:, None]
    for _ in range(sweeps):
        for i in range(size*size):
            field = weight@spins[table[i]]
            spins[i] = field/np.sqrt(field@field)
    return energy_per_spin(spins, table, weight)+3*(J1-J3)


# Worked example: round model parameters.
J1, J3, S, a_nm, g = 6.0, 3.0, 1.0, 0.4, 2.0
K, J2_extra, T_use = 0.1, 0.2, 300.0
c = best_cosine(J1, J3)
Qa = 2*np.arccos(c)
gain = best_energy(J1, J3, S)
period = 2*np.pi/Qa
A_stiff = taylor_energy(0.2, J1, J3)[2]*S*S/(np.sqrt(3)/2)
assert abs(A_stiff-np.sqrt(3)/2*(J1-4*J3)*S*S) < 1e-8
Qa_quartic = np.sqrt(8*(4*J3-J1)/(16*J3-J1))
near = 0.2501
assert abs(np.sqrt(8*(4*near-1)/(16*near-1))
           / (2*np.arccos(best_cosine(1.0, near)))-1) < 1e-3

table, weight = neighbour_table(J1, J3)
angle = np.array([Qa*(x+y/2) for x, y in sites])
spiral = np.column_stack([np.cos(angle), np.sin(angle), 0*angle])
e_ferro = -3*(J1-J3)*S*S
e_spiral = S*S*energy_per_spin(spiral, table, weight)
assert abs(e_spiral-e_ferro-gain) < 1e-9

# The sum of collinear triples reproduces the bond sum for arbitrary spins.
trial = rng.normal(size=(size*size, 3))
triple_sum = 0.0
for x, y in sites:
    centre = trial[x*size+y]
    for m, n in ((1, 0), (0, 1), (1, -1)):
        left = trial[((x-m) % size)*size+(y-n) % size]
        right = trial[((x+m) % size)*size+(y+n) % size]
        triple_sum += -J1/2*(left+right)@centre+J3*left@right
assert abs(triple_sum/size**2-energy_per_spin(trial, table, weight)) < 1e-9

stable_end = relax(J1, 0.20*J1)
unstable_end = relax(J1, J3)
assert abs(stable_end) < 1e-5
assert gain-1e-9 <= unstable_end < 0.1*gain

magnon_min = one_flip_levels(S, size, J1, J3)[0]
assert abs(magnon_min-2*gain/S) < 1e-9
B_sat = -magnon_min*MEV/(g*MU_B)
lower_bound = 3*triple_levels(S, J1, J3)[0]
assert lower_bound <= e_spiral

# Anisotropy: flip gap and coherent-spiral cost from spin matrices.
sx, sy, sz = spin_matrices(S)
gap = K*(sz[0, 0]**2-sz[1, 1]**2)
top = np.eye(len(sz))[:, 0]
mean_sz2 = 0.0
for angle_step in 2*np.pi*np.arange(5)/5:
    state = expm(-1j*angle_step*sy)@top
    mean_sz2 += np.vdot(state, sz@sz@state).real/5
spiral_cost = K*(S*S-mean_sz2)
assert abs(gap-K*(2*S-1)) < 1e-12
assert abs(spiral_cost-S*gap/4) < 1e-12
J3_local = brentq(lambda z: 2*best_energy(J1, z, S)/S+gap,
                  0.25001*J1, J1)
J3_spiral = brentq(lambda z: best_energy(J1, z, S)+spiral_cost,
                   0.25001*J1, J1)
assert 0.25*J1 < J3_spiral < J3_local

# Extra second-neighbour exchange: locate zero curvature directly.
J3_with_J2 = brentq(lambda z: taylor_energy(0.4, J1, z, J2_extra)[2], 1, 3)
assert abs(J3_with_J2-(J1+3*J2_extra)/4) < 1e-8

# Dipolar energy scale for moments normal to the layer.
radius = 200
m = np.arange(-2*radius, 2*radius+1)
MM, NN = np.meshgrid(m, m, indexing="ij")
r2 = MM*MM+MM*NN+NN*NN
inside = (r2 > 0) & (r2 <= radius**2)
dip_sum = np.sum(r2[inside].astype(float)**-1.5)
dip_sum += 2*np.pi/(np.sqrt(3)/2*radius)
pair_dip = (const.mu_0*(g*MU_B*S)**2
            / (4*np.pi*(a_nm*1e-9)**3)/MEV)
dip_energy = pair_dip*dip_sum/2
thermal = const.k*T_use/MEV

print(f"Input S = {S:.0f}, g = {g:.1f} (dimensionless)")
print(f"Input lattice spacing a = {a_nm:.2f} nm")
print(f"Input J1 = {J1:.2f} meV")
print(f"Input J3 = {J3:.2f} meV")
print(f"Ratio J3/J1 = {J3/J1:.3f} (dimensionless)")
print(f"Threshold J3 = {J1/4:.3f} meV")
print(f"Stiffness A = {A_stiff:.3f} meV")
print(f"cos(Qa/2) = {c:.5f} (dimensionless)")
print(f"Qa = {Qa:.5f} rad")
print(f"Qa from quadratic+quartic terms = {Qa_quartic:.5f} rad")
print(f"Spiral period = {period:.4f} lattice spacings")
print(f"Spiral period = {period*a_nm:.4f} nm")
print(f"Ferromagnet energy per spin = {e_ferro:.4f} meV")
print(f"Spiral energy per spin = {e_spiral:.4f} meV")
print(f"Spiral minus ferromagnet = {gain:.4f} meV per spin")
print(f"Perpendicular minus bond spiral = "
      f"{8*J3*S*S*c*(1-c)**3:.4f} meV per spin")
print(f"Lowest one-flip energy = {magnon_min:.4f} meV")
print(f"Field closing negative one-flip energy = {B_sat:.2f} T")
print(f"Rigorous lower bound on ground energy = {lower_bound:.4f} meV per spin")
print(f"Relaxed energy at ratio 0.20 minus ferromagnet = "
      f"{abs(stable_end):.5f} meV per spin")
print(f"Relaxed energy at ratio 0.50 minus ferromagnet = "
      f"{unstable_end:.4f} meV per spin")
for ratio in (0.20, 0.25, 0.26, 0.30, 0.50):
    stiffness = np.sqrt(3)/2*J1*(1-4*ratio)*S*S
    if ratio <= 0.25:
        print(f"Scan ratio {ratio:.2f}: A = {stiffness:.3f} meV, uniform")
    else:
        length = np.pi*a_nm/np.arccos(best_cosine(1.0, ratio))
        print(f"Scan ratio {ratio:.2f}: A = {stiffness:.3f} meV, "
              f"period = {length:.3f} nm")
print(f"Neglected anisotropy K, trial size = {K:.2f} meV")
print(f"Anisotropy flip gap = {gap:.3f} meV")
print(f"Coherent spiral anisotropy cost = {spiral_cost:.4f} meV per spin")
print(f"Ratio where coherent spiral wins with K = {J3_spiral/J1:.4f}")
print(f"Ratio of local instability with K = {J3_local/J1:.4f}")
print(f"Neglected J2, trial size = {J2_extra:.2f} meV")
print(f"Threshold ratio with J2 = {J3_with_J2/J1:.4f}")
print(f"Dipolar lattice sum = {dip_sum:.3f} (dimensionless)")
print(f"Dipolar energy, normal moments = {dip_energy:.4f} meV per spin")
print(f"Dipolar energy / spiral gain = {dip_energy/abs(gain):.5f}")
print(f"Thermal energy at {T_use:.0f} K = {thermal:.3f} meV")
print(f"Thermal energy / spiral exchange energy = {thermal/abs(e_spiral):.3f}")
print("tests ok")
```

It prints:

```
Input S = 1, g = 2.0 (dimensionless)
Input lattice spacing a = 0.40 nm
Input J1 = 6.00 meV
Input J3 = 3.00 meV
Ratio J3/J1 = 0.500 (dimensionless)
Threshold J3 = 1.500 meV
Stiffness A = -5.196 meV
cos(Qa/2) = 0.80902 (dimensionless)
Qa = 1.25664 rad
Qa from quadratic+quartic terms = 1.06904 rad
Spiral period = 5.0000 lattice spacings
Spiral period = 2.0000 nm
Ferromagnet energy per spin = -9.0000 meV
Spiral energy per spin = -12.1353 meV
Spiral minus ferromagnet = -3.1353 meV per spin
Perpendicular minus bond spiral = 0.1353 meV per spin
Lowest one-flip energy = -6.2705 meV
Field closing negative one-flip energy = 54.16 T
Rigorous lower bound on ground energy = -18.0000 meV per spin
Relaxed energy at ratio 0.20 minus ferromagnet = 0.00000 meV per spin
Relaxed energy at ratio 0.50 minus ferromagnet = -3.1352 meV per spin
Scan ratio 0.20: A = 1.039 meV, uniform
Scan ratio 0.25: A = 0.000 meV, uniform
Scan ratio 0.26: A = -0.208 meV, period = 7.805 nm
Scan ratio 0.30: A = -1.039 meV, period = 3.679 nm
Scan ratio 0.50: A = -5.196 meV, period = 2.000 nm
Neglected anisotropy K, trial size = 0.10 meV
Anisotropy flip gap = 0.100 meV
Coherent spiral anisotropy cost = 0.0250 meV per spin
Ratio where coherent spiral wins with K = 0.2666
Ratio of local instability with K = 0.2738
Neglected J2, trial size = 0.20 meV
Threshold ratio with J2 = 0.2750
Dipolar lattice sum = 11.034 (dimensionless)
Dipolar energy, normal moments = 0.0185 meV per spin
Dipolar energy / spiral gain = 0.00590
Thermal energy at 300 K = 25.852 meV
Thermal energy / spiral exchange energy = 2.130
tests ok
```
